# Pore size and homogenization in Brillouin scattering from porous films

**Question.** A porous low-k film of refractive index 1.35 is studied by Brillouin light scattering in backscattering at a vacuum wavelength of 532 nm. The frequency shift is converted to an elastic modulus as if the film were a uniform solid, although it is full of nanometre pores. How large an error does this make, how does the error scale with pore size, and at what pore size does the uniform picture fail?

**Answer.**

## The phonon that the light selects

Let light of angular frequency \(\omega_i\) create a bulk longitudinal phonon of wavenumber \(q\) and velocity \(v\). The scattered light has frequency \(\omega_i-vq\). In the film a light wave of frequency \(\omega\) has wavenumber \(n\omega/c\), and in backscattering the two light wavevectors are antiparallel, so their magnitudes add:

\[
q=\frac{n}{c}\,(2\omega_i-vq)
\quad\Rightarrow\quad
q=\frac{4\pi n/\lambda_0}{1+nv/c},
\]

where \(\omega_i=2\pi c/\lambda_0\). The denominator changes \(q\) by one part in \(10^5\) for the film treated below and is dropped. Then

\[
q=\frac{4\pi n}{\lambda_0}=0.0319\ \mathrm{nm^{-1}},\qquad
\Lambda=\frac{2\pi}{q}=\frac{\lambda_0}{2n}=\frac{532}{2.70}=197\ \mathrm{nm}.
\]

Refraction at the surface turns the light but leaves its wavenumber in the film unchanged. True backscattering therefore gives this \(q\) at any angle of incidence. Surface ripples are a different case: for them only the wavevector component along the surface is matched.

A wavelength of 197 nm does not by itself justify a uniform medium. The pore must be small on the scale \(1/q=31\) nm, and the error depends on how a pore disturbs the wave. I take empty spherical pores of radius \(a\), placed at random without correlation in an isotropic elastic host, and work to first order in the porosity \(\phi\). The host has density \(\rho\), bulk modulus \(K\), shear modulus \(\mu\), and longitudinal modulus \(M=K+4\mu/3\). The time factor is \(e^{-i\omega t}\), with \(k=\omega\sqrt{\rho/M}\), \(k_T=\omega\sqrt{\rho/\mu}\) and \(R=k_T/k\).

## One pore under static strain

A void carries no stress, but its surface moves, and this defines a mean cavity strain \(\varepsilon_{cav}\). The mean strain of the porous body is the solid's contribution plus \(\phi\,\varepsilon_{cav}\), so the mean stress is \(C:(\bar\varepsilon-\phi\,\varepsilon_{cav})\), with \(C\) the host stiffness. If the cavity strain is \(g\) times the remote strain, the corresponding modulus falls by the fraction \(\phi g\).

For dilation, \(u_r=er+b/r^2\) and \(\sigma_{rr}=3Ke-4\mu b/r^3\). A free surface at \(r=a\) requires \(b=3Kea^3/4\mu\), hence

\[
g_K=\frac{u_r(a)}{ea}=1+\frac{3K}{4\mu}=\frac{3K+4\mu}{4\mu}.
\]

For shear, let \(E\) be a traceless remote strain, \(Q=x\cdot E\cdot x\), and set \(a=1\). Try

\[
u=Ex+b\,\nabla\frac{Q}{r^5}+p\,\frac{Ex}{r^3}+s\,\frac{xQ}{r^5}.
\]

Static equilibrium is \(\mu\nabla^2u+(K+\mu/3)\nabla(\nabla\cdot u)=0\). The first two terms are harmonic and free of divergence. For the others, \(Ex/r^3\) is harmonic with divergence \(-3Q/r^5\), while \(xQ/r^5\) has zero divergence and Laplacian \(2\nabla(Q/r^5)\). Therefore \(2\mu s=3p(K+\mu/3)\), or \(s=p(3K+\mu)/2\mu\).

With \(\lambda=K-2\mu/3\), the traction on a sphere is

\[
t=\lambda\,\hat n\,\nabla\cdot u+\frac{\mu}{r}\left[r\partial_ru+\nabla(x\cdot u)-u\right].
\]

At \(r=1\) the four terms of \(u\) give, in units of \(\mu\) and without their coefficients,

\[
2Ex,\quad -16Ex+40xQ,\quad -Ex-3(1+\lambda/\mu)xQ,\quad 2Ex-6xQ .
\]

Both vector forms must cancel:

\[
2-16b-p+2s=0,\qquad 40b-3(1+\lambda/\mu)p-6s=0 .
\]

Write \(\kappa=K/\mu\), so that \(1+\lambda/\mu=\kappa+1/3\). Eliminating \(b\) gives

\[
2=p\left[1+\tfrac65\left(\kappa+\tfrac13\right)\right]+\tfrac25s
=p\left(\tfrac85+\tfrac95\kappa\right),\qquad p=\frac{10}{8+9\kappa}.
\]

The surface displacement is \((1+2b+p)Ex+(s-5b)xQ\). Averaging \(u_in_j\) over the sphere, with a surface-to-volume ratio of 3, multiplies the second coefficient by \(2/5\). The \(b\) terms cancel and

\[
g_\mu=1+p+\tfrac25s=\frac{5(3K+4\mu)}{9K+8\mu}.
\]

The longitudinal modulus therefore changes by

\[
\frac{\delta M}{M}=-m\phi,\qquad
m=\frac{Kg_K+\frac43\mu g_\mu}{M},
\]

and the mean density by \(\delta\rho/\rho=-\phi\). These are the properties of the uniform medium to first order in \(\phi\).

## What a small pore radiates

Let the incident displacement be \(\hat z e^{ikz}\). Continue the displacement smoothly into the void, and let \(\Theta\) be 1 in the void and 0 outside. Moving the missing inertia and stress to the right-hand side of the host's equation of motion gives

\[
-\rho\omega^2u-\nabla\cdot(C:\varepsilon)=-\rho\omega^2u\,\Theta-\nabla\cdot(C:\varepsilon\,\Theta).
\]

For \(ka\ll1\) the void moves with the incident wave, and its strain is the static one found above. With \(V=4\pi a^3/3\), the source is a force \(-\rho\omega^2V\hat z\) and a force dipole of strength \(V\tau\). The incident strain is \(ik\,\hat z\hat z\), so

\[
\tau=ik\left[Kg_K I+2\mu g_\mu\left(\hat z\hat z-\tfrac13I\right)\right].
\]

In Fourier space the longitudinal response to a force \(F\) is \(\hat k'(\hat k'\cdot F)/(Mk'^2-\rho\omega^2)\). The outgoing far field comes from the pole \(k'=k\) with \(\hat k'\) along the observation direction \(\hat n\), which gives \(\hat n(\hat n\cdot F)e^{ikr}/(4\pi Mr)\). The transverse field has the transverse part of \(F\), with \(\mu\) and \(k_T\) in place of \(M\) and \(k\). For the dipole, integration by parts against \(e^{-ik\hat n\cdot x'}\) replaces \(F\) by \(-ikV\tau\cdot\hat n\), or by \(-ik_TV\tau\cdot\hat n\) for transverse waves.

Use \(\rho\omega^2=Mk^2=\mu k_T^2\), \(\hat\theta\cdot\hat z=-\sin\theta\), and the abbreviations \(h=2\mu g_\mu/M\) and \(p_0=Kg_K/M-h/3\). The amplitudes multiplying \(e^{ikr}/r\) and \(e^{ik_Tr}/r\) are

\[
f_L=\frac{k^2a^3}{3}\left[p_0+h\cos^2\theta-\cos\theta\right],
\]
\[
f_T=\frac{k^2a^3}{3}\left[R^2\sin\theta-2g_\mu R\sin\theta\cos\theta\right].
\]

Energy flux is proportional to wave speed times squared amplitude, so transverse waves carry the weight \(1/R\). The angular averages of \(\cos^2\theta\), \(\cos^4\theta\), \(\sin^2\theta\) and \(\sin^2\theta\cos^2\theta\) are \(1/3\), \(1/5\), \(2/3\) and \(2/15\), and odd powers of \(\cos\theta\) average to zero. The scattering cross section is

\[
\sigma=\frac{4\pi}{9}S\,k^4a^6,\qquad
S=p_0^2+\frac{2p_0h}{3}+\frac{h^2}{5}+\frac13+\frac{2R^3}{3}+\frac{8Rg_\mu^2}{15}.
\]

The last two terms are conversion into shear waves. The coefficient \(S\) depends on Poisson's ratio alone.

## From one pore to the film

Let there be \(N=3\phi/(4\pi a^3)\) pores per unit volume. A slab of thickness \(dz\) adds to the forward wave at distance \(z\)

\[
N\,dz\,f(0)\int_z^\infty 2\pi e^{ikr}\,dr
=\frac{2\pi i}{k}N f(0)\,e^{ikz}\,dz .
\]

Here \(2\pi\) times the in-plane radius times its differential was replaced by \(2\pi r\,dr\), a small damping removes the upper limit, and \(f\) takes its forward value because the lower limit lies straight ahead. Slab after slab, the wavenumber becomes \(k+2\pi Nf(0)/k\). To first order in \(\phi\),

\[
\frac{k_{\rm eff}^2}{k^2}=1+\frac{4\pi N f(0)}{k^2}=1+3\phi\,\frac{f(0)}{k^2a^3}.
\]

For a small pore \(f_L(0)=k^2a^3(p_0+h-1)/3\), and \(p_0+h=m\). Hence \(k_{\rm eff}^2/k^2=1+(m-1)\phi\), which is what a uniform medium of density \(\rho(1-\phi)\) and modulus \(M(1-m\phi)\) gives to this order. The pore radius has dropped out. This is homogenization, obtained as the limit \(ka\to0\) of scattering.

The radius survives in two corrections. The first is loss. Energy leaves the beam at the rate \(\alpha=N\sigma\) per unit length, so

\[
\frac{\alpha}{k}=\frac{\phi}{3}S(ka)^3 .
\]

A mode whose energy decays at the rate \(\alpha v\) has a full linewidth \(\alpha v/2\pi\) in frequency. Since its frequency is \(kv/2\pi\), the ratio \(\alpha/k\) is also the added linewidth divided by the Brillouin frequency.

The cube can be read directly. One pore scatters as its volume squared, while the number of pores at fixed porosity falls as the inverse volume. The loss thus grows as one pore volume.

## The velocity error

The second correction is a shift of the velocity, for which the small-pore source is not accurate enough. The full single-pore problem is solved with \(u=\nabla\Phi+\nabla\times\nabla\times(x\chi)\), both potentials expanded in Legendre polynomials \(P_n(\cos\theta)\). With \(L=n(n+1)\) and primes for \(d/dr\), the radial displacement is \(\Phi'+L\chi/r\), and the polar one is \((\Phi/r+\chi/r+\chi')\,dP_n/d\theta\). The traction-free conditions at \(r=a\) are

\[
-\lambda k^2\Phi+2\mu\left[\Phi''+L\left(\frac{\chi'}{r}-\frac{\chi}{r^2}\right)\right]=0,
\]
\[
2\left(\frac{\Phi'}{r}-\frac{\Phi}{r^2}\right)+\chi''+(L-2)\frac{\chi}{r^2}=0 .
\]

For \(n=0\) only the first applies. The incident wave is \(\nabla(e^{ikz}/ik)\), so apart from the common factor \(i^n(2n+1)/ik\),

\[
\Phi=j_n(kr)+A_nh_n(kr),\qquad \chi=B_nh_n(k_Tr),
\]

with \(h_n\) the outgoing spherical Hankel function. Two linear equations fix \(A_n\) and \(B_n\) for each \(n\), and the far form \(h_n(x)\to(-i)^{n+1}e^{ix}/x\) gives \(f(0)=-(i/k)\sum(2n+1)A_n\).

Write \(h_n=j_n+iy_n\). Near the pore, \(j_n\) and \(y_n\) are each a leading power times a series in the square of the argument, and the \(j_n\) part of the outgoing wave represents radiation. Radiation first enters \(f(0)\) as an imaginary term of relative order \((ka)^3\), which is the loss. The real part therefore begins

\[
\frac{\mathrm{Re}f(0)}{k^2a^3}=\frac{m-1}{3}+D(ka)^2,
\]

and because \(v=\omega/k_{\rm eff}\), the departure from the homogenized velocity is

\[
\frac{\delta v}{v}=-\frac{3\phi}{2}D(ka)^2 .
\]

For Poisson's ratio 0.25 the solution gives \(D=0.53\). The positive sign means that finite pores slow the wave. Doubling \(ka\) from 0.015 to 0.03 changed the extracted \(D\) by less than 3%, as a quadratic law requires.

The same solution tests the small-pore results. At \(ka=0.01\), for Poisson's ratios 0.10, 0.25 and 0.40, it reproduced \(m\) within \(1.4\times10^{-4}\) and \(S\) within \(1.0\times10^{-4}\), both relative.

## Numbers for a porous film

Take rough values for a porous organosilicate glass: Young's modulus 5 GPa, Poisson's ratio 0.25, film density 1200 kg/m³, porosity 0.25 and pore radius 1 nm. I use the film's own moduli for the host, so that \(k=q\). This is an estimate, discussed below. Then

\[
K=\frac{5}{3(0.5)}=3.33\ \mathrm{GPa},\quad
\mu=\frac{5}{2(1.25)}=2.00\ \mathrm{GPa},\quad M=6.00\ \mathrm{GPa}.
\]

The velocity is \(\sqrt{6.00\times10^9/1200}=2236\) m/s, and the Brillouin frequency is \(2236/(197\times10^{-9})\) Hz, or 11.35 GHz. The cavity factors are \(g_K=2.25\) and \(g_\mu=1.96\), which with \(R=1.73\) give \(S=9.05\). For \(qa=0.0319\),

\[
\frac{\alpha}{q}=\frac{0.25}{3}(9.05)(0.0319)^3=2.4\times10^{-5},
\]
\[
\frac{\delta v}{v}=-\frac{3(0.25)}{2}(0.533)(0.0319)^2=-2.0\times10^{-4}.
\]

The velocity error is 0.02%. Since the modulus goes as velocity squared, it is off by 0.04%. The added linewidth is about 0.3 MHz on a line at 11.35 GHz.

With porosity and moduli held fixed, the full single-pore solution gives:

| \(a\) (nm) | \(\delta v/v\) (%) | \(\alpha/q\) (%) |
|---|---|---|
| 1 | −0.020 | 0.0024 |
| 2 | −0.081 | 0.019 |
| 5 | −0.48 | 0.30 |
| 10 | −1.6 | 2.2 |

From 1 to 2 nm the columns grow by factors close to 4 and 8, as the laws say. At 10 nm the quadratic law would give −2.0%, so it overstates the shift there. The loss is the smaller error for small pores, but for uncorrelated pores its steeper growth makes it the larger one at 10 nm.

The loss reaches 1% at \(a=7.6\) nm. The quadratic law puts a 1% velocity error at 7.0 nm, and because the law overstates the shift at such radii, the full solution crosses a little later, near 7.5 nm. For this film, within the estimate of independent pores, a 1% criterion on velocity and loss (about 2% on the modulus) thus allows pore radii up to about 7 nm, which is \(qa\approx0.22\), or a radius near \(\Lambda/28\). A pore merely smaller than the wavelength is not small enough.

At fixed index, moduli and pore size, shorter light raises the velocity error as \(\lambda_0^{-2}\) and the loss as \(\lambda_0^{-3}\), as long as \(qa\) stays small.

## What a real film changes

**Dense pores.** The first-order softening \(m\phi\) is 0.53, which is not small. The theory should therefore not be used to predict the film's modulus from that of its solid skeleton. Using film moduli for the host includes the average softening, but not the detailed interaction of neighbouring pores. Nor are the positions of dense pores truly uncorrelated: pores that cannot overlap are spread more evenly, which by itself lowers the loss. For hard spheres the Percus–Yevick structure factor at small wavenumber, \((1-\phi)^4/(1+2\phi)^2=0.14\), suggests a loss about seven times smaller: roughly 0.04 MHz for 1 nm pores, and a loss below the velocity error even at 10 nm. The choice \(k=q\) is itself uncertain at order \(\phi\). Taking the skeleton as host with the same Poisson's ratio and setting \(k_{\rm eff}=q\) divides the velocity error of small pores by \((1+(m-1)\phi)^2=1.64\) and moves the 1% radius to about 10 nm. The 7 nm limit is therefore good only to some tens of percent. The interaction of neighbouring pores is not computed here, but there is room for it: even a tenfold increase of both corrections would leave the 1 nm film with a velocity error of 0.2% and a loss of 0.02%.

**Clustered pores.** If pores gather in groups much smaller than \(1/q\), their scattered amplitudes add in phase. A group of ten scatters a hundred times as much power as one pore, and there are a tenth as many groups, so the loss rises tenfold if interactions within the group are ignored. Merging ten pores of 1 nm into one void of radius 2.15 nm shows the same factor in the loss, which becomes 0.024%, while the velocity error grows less, to −0.09%. What must be small compared with \(1/q\) is the length over which porosity varies, not just the radius of one pore. A film with uneven porosity on a scale of tens of nanometres can fail this condition even if each pore is 1 nm across. How large the error then becomes depends also on how strongly the porosity varies.

**Finite thickness.** In a film of thickness \(H\), a wavenumber mismatch \(\Delta\) reduces the squared overlap of light and phonon to \([\sin(\Delta H/2)/(\Delta H/2)]^2\). This falls to one half at \(\Delta H/2=1.39\), so the full width is \(5.57/H\). For \(H=1000\) nm that is 17.5% of \(q\). This is the range of wavenumbers the light can reach, not necessarily the width of one line. If the substrate reflects sound well and damping is weak, the film has standing waves spaced by about \(\pi/H\), here 9.9% of \(q\), so one or two of them lie within that range. The strongest need not lie at \(q\), so reading it as a single travelling phonon can misplace the wavenumber by up to about half the spacing. For a film 100 nm thick the range is larger than \(q\) itself, and the standing waves of the film on its substrate must be used. Homogenization can still hold, but it has to be judged by the wavenumber of each standing wave.

**Optics.** With a narrow incident beam at normal incidence and a collection numerical aperture of 0.30, a ray at the edge of the collection cone deviates inside the film by \(\delta=\arcsin(0.30/1.35)\) from exact backscattering. Its wavenumber is \(q\cos(\delta/2)\), lower by 0.63%. Light collected at that edge alone would lower the inferred modulus by about twice that fraction; averaged over a uniformly filled cone the modulus is lowered by about 0.6%. If the incident beam is focused through the same aperture and fills it, this average doubles to about 1.2%. The index matters as well. The modulus follows from the measured frequency \(\nu\) as \(M=\rho(\nu\lambda_0/2n)^2\), so at fixed frequency and density an index too high by 0.01 lowers \(M\) by 1.5%. That is more than thirty times the 0.04% caused by treating 1 nm pores as a uniform medium.

For well-dispersed pores of about 1 nm, then, the uniform-medium step is a minor source of error beside thickness, aperture and index. Intrinsic damping of the solid is absent from this model, so the 0.3 MHz is the pores' estimated share of the linewidth for uncorrelated positions and not a prediction of the whole. The numerical output lists the values of the worked example.

## Table of computed values

```
light wavelength in vacuum       532 nm
refractive index                 1.35
Young's modulus (rough)          5.0 GPa
Poisson ratio (rough)            0.25
film density (rough)             1200 kg/m^3
porosity (rough)                 0.25
pore radius (rough)              1.0 nm
film thickness                   1000 nm
numerical aperture               0.30
phonon wavevector q              0.03189 1/nm
phonon wavelength                197.04 nm
bulk modulus K                   3.333 GPa
shear modulus mu                 2.000 GPa
longitudinal modulus M           6.000 GPa
longitudinal velocity            2236 m/s
Brillouin frequency              11.35 GHz
velocity ratio R                 1.7321
cavity dilation factor g_K       2.2500
cavity shear factor g_mu         1.9565
softening coefficient m          2.1196
first-order softening phi*m      0.530
Rayleigh coefficient S           9.047
finite-size coefficient D        0.533
q times pore radius              0.0319
pores in one cubic wavelength    4.57e+05
radius nm, velocity error %, loss alpha/q %:
   1.0  -0.0203  0.00244
   2.0  -0.0806  0.01948
   5.0  -0.4798  0.29780
  10.0  -1.5957  2.20862
added linewidth, example pore    0.277 MHz
radius for 1% loss (exact)       7.57 nm
radius for 1% velocity (law)     7.02 nm
Doppler change of q              1.01e-05 (relative)
thickness spread of q, FWHM      17.5 %
aperture-edge reduction of q     0.63 %
merged pores                     10
merged-void radius               2.15 nm
merged-void velocity error       -0.0934 %
merged-void loss alpha/q         0.02433 %
modulus error, index off by 0.01 1.47 %
worst static-modulus mismatch    1.4e-04 (relative)
worst Rayleigh-law mismatch      1.0e-04 (relative)
```
